\section*{Redhead analysis of a 450 K water desorption peak}

\section*{Question}

I have a thermal desorption trace of water from a porous low-$k$ film. The peak is at $450\ \mathrm{K}$ and the heating rate was $1\ \mathrm{K/s}$. I was told to assume first-order desorption with a prefactor of $10^{13}\ \mathrm{s^{-1}}$ and to use the Redhead formula
\[
E \approx kT_p\left[\ln\frac{\nu T_p}{\beta}-3.64\right].
\]

I am stuck on three points. When I set the derivative of the desorption rate to zero, I get an equation with $E$ both inside and outside an exponential, and I cannot see how it turns into this formula. I do not know where 3.64 comes from, or whether it suits my numbers. Finally, the film is about $200\ \mathrm{nm}$ thick and full of nanometre pores, so a water molecule that leaves one wall probably hits another. Is the number I get then really the energy that binds water to the pore wall?

\section*{Answer}

Your derivative is the right start. The equation can be solved without approximation, and 3.64 stands in for a slowly varying logarithm. Your last doubt is justified, and it matters far more than the 3.64.

\subsection*{The peak condition}

Let $\theta$ be the water coverage relative to a full set of sites. Assume identical, independent sites, constant $E$ and $\nu$, and no return of desorbed molecules. The desorption rate is
\begin{equation}
r=-\frac{d\theta}{dt}=\nu\,\theta\,e^{-E/kT}.
\label{rate}
\end{equation}
The temperature rises as $T=T_0+\beta t$, so $dT=\beta\,dt$ and
\begin{equation}
\frac{d\theta}{dT}=-\frac{\nu}{\beta}\,\theta\,e^{-E/kT}.
\label{ramp}
\end{equation}

The maximum of $r$ is also the maximum of $\ln r=\ln\nu+\ln\theta-E/kT$, which is easier to differentiate:
\begin{align}
\frac{d\ln r}{dT}
&=\frac{1}{\theta}\frac{d\theta}{dT}+\frac{E}{kT^2}\nonumber\\
&=\frac{E}{kT^2}-\frac{\nu}{\beta}e^{-E/kT}.
\label{slope}
\end{align}
The second line follows from (\ref{ramp}), where the factor $\theta$ cancels. The positive term describes thermal activation, which speeds desorption up. The negative term describes the loss of molecules still available to desorb.

As $T$ rises, the positive term falls steadily from a very large value towards zero, while the subtracted term grows steadily from zero. They cross once, and the slope changes there from positive to negative. A ramp that starts well below the crossing therefore has a single maximum, at
\begin{equation}
\frac{E}{kT_p^2}=\frac{\nu}{\beta}e^{-E/kT_p}.
\label{peak}
\end{equation}
The initial coverage does not appear. Direct integration of (\ref{ramp}) with the barrier found below puts the peak at $450.0\ \mathrm{K}$ for initial coverages of both 1 and 0.25.

\subsection*{Solving for the barrier}

Define the dimensionless barrier $x=E/(kT_p)$. Multiplying (\ref{peak}) by $T_p$ gives
\begin{equation}
x=\frac{\nu T_p}{\beta}e^{-x}
\quad\Longrightarrow\quad
x e^x=\frac{\nu T_p}{\beta}.
\label{xex}
\end{equation}
The Lambert function $W$ is defined by $W(y)e^{W(y)}=y$, so
\begin{equation}
E=kT_p\,W\!\left(\frac{\nu T_p}{\beta}\right).
\label{lambert}
\end{equation}
You do not need a Lambert routine. The logarithm of (\ref{xex}) is
\begin{equation}
x+\ln x=\ln\frac{\nu T_p}{\beta},
\label{log}
\end{equation}
which can be iterated as $x_{\rm new}=\ln(\nu T_p/\beta)-\ln x_{\rm old}$. Each pass multiplies a small error by about $-1/x$, so convergence is fast when $x$ is large.

Redhead's formula comes from (\ref{log}) by replacing $\ln x$ with 3.64. For your data,
\begin{align}
\frac{\nu T_p}{\beta}
&=\frac{(10^{13}\ \mathrm{s^{-1}})(450\ \mathrm{K})}{1\ \mathrm{K/s}}
=4.5\times10^{15},\\
\ln(4.5\times10^{15})&=36.043,\\
kT_p&=0.038778\ \mathrm{eV}.
\end{align}
Hence
\begin{equation}
E_{\rm R}=0.038778\,(36.043-3.64)\ \mathrm{eV}=1.257\ \mathrm{eV}.
\end{equation}

Now use the bracket, $32.403$, as the first guess in the iteration. Its logarithm is $3.478$, so the next value is $36.043-3.478=32.565$. Another pass gives $32.560$, and the value has settled. Therefore
\begin{equation}
E=0.038778\times32.560\ \mathrm{eV}=1.263\ \mathrm{eV},
\end{equation}
or $121.8\ \mathrm{kJ/mol}$. Both routes give a barrier near $1.26\ \mathrm{eV}$.

\subsection*{How good is 3.64?}

Subtracting Redhead's expression from the solution of (\ref{log}) gives
\begin{equation}
E-E_{\rm R}=kT_p(3.64-\ln x).
\end{equation}
The error vanishes at $x=e^{3.64}\approx38$. Here $\ln x=3.483$, so the difference is $0.038778\times0.157\ \mathrm{eV}$, or about $6\ \mathrm{meV}$. Redhead's value is $0.5\%$ below the solution of the same model.

The constant is less suitable when $\nu/\beta$ is much smaller. At the same peak temperature but with $\nu/\beta=10^8\ \mathrm{K^{-1}}$, the formula is $2.7\%$ low. Iterating (\ref{log}) removes this error at almost no cost.

\subsection*{What the data and the prefactor contribute}

Differentiate (\ref{log}), allowing $T_p$, $\nu$ and $\beta$ to vary:
\begin{equation}
\left(1+\frac1x\right)dx=\frac{dT_p}{T_p}+d\ln\nu-d\ln\beta.
\end{equation}
Since $E=kT_px$, we also have $dE=kx\,dT_p+kT_p\,dx$. Inserting $dx$ gives
\begin{equation}
dE=kx\frac{x+2}{x+1}\,dT_p
+kT_p\frac{x}{x+1}\left(d\ln\nu-d\ln\beta\right).
\label{sens}
\end{equation}

The first coefficient is $2.9\ \mathrm{meV/K}$. A $5\ \mathrm{K}$ error in the film temperature thus changes the barrier by about $14\ \mathrm{meV}$. A slow pump acts in a similar way: if the chamber empties with a time constant $\tau$ much shorter than the duration of the peak, the pressure follows the desorption rate with a delay of about $\tau$, and the peak appears too high by about $\beta\tau$.

The prefactor matters more. One decade in $\nu$ changes $E$ by about $0.087\ \mathrm{eV}$, with $T_p$ and $\beta$ held fixed. The same peak gives $1.18\ \mathrm{eV}$ for $\nu=10^{12}\ \mathrm{s^{-1}}$ and $1.44\ \mathrm{eV}$ for $10^{15}\ \mathrm{s^{-1}}$. The peak position supplies one equation for two unknowns, so $1.26\ \mathrm{eV}$ is a result conditional on the assumed prefactor.

\subsection*{Use the width to question the model}

The model also predicts the shape of the peak. Define $u=E(T-T_p)/(kT_p^2)$, so that $T=T_p(1+u/x)$. Then
\begin{equation}
-\frac{E}{kT}=-\frac{x}{1+u/x}
=-x+u-\frac{u^2}{x}+\cdots .
\end{equation}
Near the peak, with $x$ large, keep $-x+u$. Using (\ref{peak}) and $dT=(kT_p^2/E)\,du$, equation (\ref{ramp}) becomes
\begin{equation}
\frac{d\theta}{\theta}
=-\frac{E}{kT_p^2}e^u\,\frac{kT_p^2}{E}\,du
=-e^u\,du.
\end{equation}
Its integral is $\theta\propto\exp(-e^u)$, and multiplication by the activation factor $e^u$ gives
\begin{equation}
r\propto\exp(u-e^u).
\label{shape}
\end{equation}
At $u=0$ the coverage has fallen to about $1/e$ of its initial value. The half-height points satisfy $u-e^u=-1-\ln2$, and the two roots lie $2.446$ apart. The full width at half maximum is therefore
\begin{equation}
\Delta T\approx2.446\,\frac{kT_p^2}{E}
=2.446\,\frac{450\ \mathrm{K}}{32.56}=33.8\ \mathrm{K}.
\end{equation}
Integration of the full rate equation gives $32.4\ \mathrm{K}$. The difference of about $4\%$ is of the size expected from the neglected terms, which are smaller by a factor of order $1/x$.

Compare this with your trace. If the sites instead have a Gaussian spread of energies with mean $1.263\ \mathrm{eV}$ and standard deviation $0.05\ \mathrm{eV}$, the width becomes $53\ \mathrm{K}$. The peak moves to $445.8\ \mathrm{K}$, and a single-site analysis of it would return $1.250\ \mathrm{eV}$. Such a spread affects the width strongly and the apparent barrier weakly. A broad peak does not prove a spread, however: the recapture model treated below, with identical sites and a uniform initial filling, also gives a width of about $53\ \mathrm{K}$.

The reaction order can be questioned by changing the initial coverage. If two surface hydroxyl groups must meet to form water, a simple model has $r=\nu\theta^2e^{-E/kT}$. Here $\theta$ is the relative hydroxyl coverage and $r=-d\theta/dt$ its rate of loss, which is proportional to the rate of water release. Repeating the differentiation gives
\begin{equation}
\frac{d\ln r}{dT}=\frac{E}{kT^2}-\frac{2\nu\theta}{\beta}e^{-E/kT},
\end{equation}
and the coverage no longer cancels. With the same $E$ and $\nu$, the peak moves from $449\ \mathrm{K}$ at initial coverage 1 to $468\ \mathrm{K}$ at 0.25. A shift alone does not prove second order, however. With the Gaussian spread above and the strongest sites filled first, the first-order peak moves from $446\ \mathrm{K}$ when all sites are filled to $469\ \mathrm{K}$ when a quarter are. A peak that stays in place is consistent with first-order kinetics from identical sites, but does not show that molecules escape at their first attempt.

\subsection*{Recapture in the pores}

Let $E_s$ be the barrier at one site on the pore wall. A molecule leaves its site at the rate $k_{\rm des}=\nu e^{-E_s/kT}$. Suppose that it flies an rms distance $\ell$, sticks at the next wall, and repeats this until it reaches the top of the film. Suppose also that successive flights are uncorrelated, that vacant sites are plentiful, and that flight times are negligible beside the time spent on sites.

For isotropic flights, the mean square displacement along the film normal is $\ell^2/3$ per flight. After a time $t$ there have been $k_{\rm des}t$ flights on average, so
\begin{equation}
\langle z^2\rangle=\frac{\ell^2}{3}k_{\rm des}t=2Dt
\quad\Longrightarrow\quad
D=\frac{\ell^2k_{\rm des}}{6}.
\end{equation}

On scales much larger than $\ell$, the concentration $c$ of adsorbed water obeys $\partial c/\partial t=D\,\partial^2c/\partial z^2$. Take the film closed at the bottom, $\partial c/\partial z=0$ at $z=0$, and open at the top, $c=0$ at $z=L$. The modes are $\cos(q_nz)$ with $q_n=(2n+1)\pi/(2L)$, and they decay at the rates $Dq_n^2$. The slowest has
\begin{equation}
k_{\rm film}=D\frac{\pi^2}{4L^2}
=g\,k_{\rm des},\qquad
g=\frac{\pi^2\ell^2}{24L^2}.
\label{film}
\end{equation}

This mode governs the peak if the film starts uniformly filled. Water held mainly near the top would leave earlier, through the faster modes, and the result below would not apply. For a uniform initial filling $c_0$, the cosine series is
\begin{equation}
c(z,0)=c_0\sum_{n=0}^{\infty}\frac{4(-1)^n}{(2n+1)\pi}\cos(q_nz).
\end{equation}
The outward flux is $-D\,\partial c/\partial z$ at $z=L$. There $\sin(q_nL)=(-1)^n$, so the signs cancel, and the factor $q_n$ cancels $2n+1$. Every mode starts with the same flux, $2Dc_0/L$. In the ramp all decay rates share the factor $k_{\rm des}(T)$, so their ratios stay fixed. Near the peak the slowest mode has decayed to about $e^{-1}$ and the next, nine times faster, to about $e^{-9}$. Its flux is then less than a thousandth of that of the slowest mode.

As long as most sites are vacant, a film with a uniform initial filling thus behaves near its peak like a first-order system with barrier $E_s$ and effective prefactor $g\nu$. The earlier result applies with $\nu$ replaced by $g\nu$:
\begin{equation}
E_s=kT_p\,W\!\left(\frac{g\nu T_p}{\beta}\right).
\label{site}
\end{equation}
For $L=200\ \mathrm{nm}$ and $\ell=2\ \mathrm{nm}$,
\begin{align}
g&=\frac{\pi^2(2)^2}{24(200)^2}=4.11\times10^{-5},\\
g\nu&=4.11\times10^8\ \mathrm{s^{-1}}.
\end{align}
Equation (\ref{site}) gives $E_s=0.885\ \mathrm{eV}$. As a test, a layer-by-layer calculation with 173 layers and all decay modes was adjusted to peak at $450\ \mathrm{K}$. It also gives $0.885\ \mathrm{eV}$.

Recapture therefore lowers the inferred site barrier by $0.38\ \mathrm{eV}$. The molecule needs many releases to escape, so each release must be easier if the film is to empty at the same temperature. This figure assumes uncorrelated flights and sticking at every collision. The pore shape matters too. Closed cavities, narrow necks and randomly oriented channels slow escape and lower the inferred barrier further, while straight channels along the film normal speed escape slightly. If the sticking probability is $s$, there are on average $1/s$ flights per release. For uncorrelated flights, and $\ell/\sqrt{s}$ still much smaller than $L$, this raises $g$ by $1/s$. With $\nu$ held at $10^{13}\ \mathrm{s^{-1}}$, a value $s=0.1$ would then raise the inferred site barrier by roughly $0.09\ \mathrm{eV}$, the effect of one decade in prefactor. By detailed balance, however, the release rate from a site of given binding free energy is itself proportional to $s$, so $\nu$ and $s$ are not independent, and in the product $g\,k_{\rm des}$ the factor $s$ cancels.

\subsection*{A measurement that separates the two cases}

Repeat the run at another heating rate, with the same film and the same initial filling. Rearranging (\ref{peak}) and taking logarithms gives
\begin{equation}
\ln\frac{\beta}{T_p^2}
=\ln\frac{\nu_{\rm eff}k}{E}-\frac{E}{kT_p}.
\label{kissinger}
\end{equation}
Here $\nu_{\rm eff}$ is $\nu$ for free escape and $g\nu$ for recapture; in the second case $E$ means $E_s$. The unknown prefactor affects the intercept but not the slope, provided $\nu_{\rm eff}$ does not depend on temperature. If sticking or passage through narrow necks is itself activated, $g$ varies with $T$ and the slope is an overall activation energy for escape, not $E_s$. For two runs,
\begin{equation}
E=k\,\frac{\ln(\beta_1/\beta_2)-2\ln(T_1/T_2)}
{1/T_2-1/T_1}.
\label{two}
\end{equation}

At $0.1\ \mathrm{K/s}$ the free-escape model puts your peak at $421.8\ \mathrm{K}$, and the recapture model puts it at $411.7\ \mathrm{K}$. Both models were matched to $450\ \mathrm{K}$ at $1\ \mathrm{K/s}$. For the recapture case,
\begin{align}
\ln10-2\ln\frac{450}{411.7}&=2.125,\\
\frac1{411.7\ \mathrm{K}}-\frac1{450\ \mathrm{K}}
&=2.067\times10^{-4}\ \mathrm{K^{-1}}.
\end{align}
With $k=8.617\times10^{-5}\ \mathrm{eV/K}$ this gives $0.886\ \mathrm{eV}$; the unrounded peak temperatures give $0.885\ \mathrm{eV}$. The same arithmetic with $421.8\ \mathrm{K}$ returns $1.26\ \mathrm{eV}$.

The larger shift with recapture follows from (\ref{sens}). At fixed $E$ and $\nu$,
\begin{equation}
dT_p=\frac{T_p}{x+2}\,d\ln\beta,
\end{equation}
and the lower barrier has the smaller $x$. The two predictions differ by $10\ \mathrm{K}$, so the temperature scale must be reproducible to much better than that. An error of $1\ \mathrm{K}$ in the $38\ \mathrm{K}$ shift changes the inferred $0.885\ \mathrm{eV}$ by about $3\%$.

A low fitted prefactor suggests recapture but does not prove it. Film thickness offers a further check: with pore structure, filling and heating rate fixed, (\ref{film}) makes the effective prefactor fall as $1/L^2$, so thicker films peak at higher temperature. Free escape from independent sites has no such dependence.

\subsection*{What this means for your film}

Water in a porous organosilicate film may be held at silanol groups, in several kinds of site, or be formed by reaction of hydroxyl groups. For scale, evaporation of liquid water costs roughly $0.45\ \mathrm{eV}$ per molecule, so both inferred barriers are well above that. Neither identifies the site. Moreover, a desorption barrier equals the binding energy, apart from zero-point and thermal corrections, only if adsorption has no barrier of its own. The assumption most in doubt is escape without recapture, and in the simple recapture model, with the dimensions used here and sticking at every collision, it moves the answer by about $0.4\ \mathrm{eV}$. Real pores also have variable connections and sticking probabilities, so $0.885\ \mathrm{eV}$ is an estimate within a simple model, not a corrected measurement.

The distinction matters when you extrapolate to a vacuum bake. At $373\ \mathrm{K}$ the free-escape model has a rate constant of $8.7\times10^{-5}\ \mathrm{s^{-1}}$, a time constant of about 3.2 hours. The slowest mode of the recapture model has $4.5\times10^{-4}\ \mathrm{s^{-1}}$, or about 37 minutes. At $300\ \mathrm{K}$ the two rates differ by a factor of about 90, although both models put the peak at $450\ \mathrm{K}$. A single peak temperature is a poor basis for predicting drying far below its own temperature.

So report $1.26\ \mathrm{eV}$ as the first-order Redhead barrier for an assumed prefactor of $10^{13}\ \mathrm{s^{-1}}$. Call it an apparent barrier until runs at different heating rates have shown whether that prefactor describes your film. The numerical output below lists the main values at higher precision.

\section*{Table of computed values}
\begin{verbatim}
peak temperature: 450 K
heating rate: 1.0 K/s
prefactor: 1.0e+13 1/s
k Tp: 0.038778 eV
nu Tp/beta: 4.500e+15 (no unit)
ln(nu Tp/beta): 36.0429 (no unit)
Redhead bracket: 32.4029 (no unit)
Redhead barrier: 1.2565 eV = 121.2 kJ/mol
x = E/(k Tp), Lambert: 32.5598; ln x: 3.4831 (no unit)
Lambert barrier: 1.2626 eV = 121.8 kJ/mol
Lambert minus Redhead: 6.09 meV
Redhead error, nu/beta=1e13 per K: -0.48 %
Redhead error, nu/beta=1e8 per K: -2.67 %
simulated peak, Lambert barrier: 450.000 K
same, initial coverage 0.25: 450.000 K
simulated peak, Redhead barrier: 447.89 K
second-order peak, coverage 1: 449.3 K
second-order peak, coverage 0.25: 468.0 K
dE/dTp: 2.889 meV/K
barrier change for 5 K error: 14.4 meV
dE per decade of prefactor: 86.6 meV
barrier for prefactor 1e+12 1/s: 1.1761 eV
barrier for prefactor 1e+14 1/s: 1.3493 eV
barrier for prefactor 1e+15 1/s: 1.4362 eV
width constant: 2.4464 (no unit)
full width at half maximum, formula: 33.8 K
full width at half maximum, simulated: 32.4 K
assumed energy spread (std. dev.): 0.05 eV
width with energy spread: 53.2 K
peak with energy spread: 445.8 K
barrier read from that peak: 1.2504 eV
film thickness: 200 nm; rms flight: 2 nm
number of layers in master equation: 173
slowest-mode factor, formula: 4.112e-05 (no unit)
slowest-mode factor, matrix: 4.098e-05 (no unit)
effective prefactor, formula: 4.112e+08 1/s
site barrier with readsorption, full film: 0.8848 eV
site barrier with readsorption, formula: 0.8848 eV
change due to readsorption: -0.378 eV
second heating rate: 0.1 K/s
peak at second rate, no readsorption: 421.8 K
peak at second rate, readsorption: 411.7 K
site barrier from two heating rates: 0.8849 eV
rate at 300 K, no readsorption: 6.15e-09 1/s
rate at 300 K, readsorption: 5.60e-07 1/s
rate at 373 K, no readsorption: 8.72e-05 1/s
rate at 373 K, readsorption: 4.54e-04 1/s
\end{verbatim}
